# RPA plus SOSEX from ring amplitudes: finite cell and infinite gas

**Setting.** Hartree atomic units are used. $N$ electrons fill a closed shell of plane waves $\mathbf k=2\pi\mathbf n/L$ in a cubic cell with $L^3=4\pi N r_s^3/3$; for $N=14$ both spins occupy $|\mathbf n|^2\le1$. The interaction is $v(q)=4\pi/(L^3q^2)=1/(\pi L|\mathbf n|^2)$ with $v(0)=0$; the Madelung term is a constant and drops out of $E_c=E-E_{\rm HF}$. Orbital energies are $k^2/2$. The basis is finite and inversion symmetric. With $i,j$ occupied and $a,b$ empty spin orbitals, the direct-ring amplitudes solve
$$B+AT+TA+TBT=0,$$
$$A_{ia,jb}=\omega_{ia}\delta_{ij}\delta_{ab}+\langle aj|ib\rangle,\qquad B_{ia,jb}=\langle ab|ij\rangle,$$
with $\omega_{ia}=(k_a^2-k_i^2)/2$, on the branch where $T\to0$ as $v\to0$. The energies are $E_{\rm RPA}=\frac12\sum\langle ij|ab\rangle T_{ia,jb}$ and $E_{\rm SOSEX}=-\frac12\sum\langle ij|ba\rangle T_{ia,jb}$. Computed values are in the numerical output below.

## Part (a)

*Solve the amplitude equation in closed form, bound the solution, and express $E_{\rm RPA}$ through excitation energies.*

**Answer.** Let $S(\mathbf q)$ be the set of spin-conserving pairs $p=(\mathbf k\to\mathbf k+\mathbf q,\sigma)$, $n_q$ in number. Spin-flip pairs have vanishing direct integrals, so their amplitudes are zero. Momentum conservation makes $\langle aj|ib\rangle=v(q)$ between any two pairs of $S(\mathbf q)$ and $\langle ab|ij\rangle=v(q)$ between $S(\mathbf q)$ and $S(-\mathbf q)$. Label a pair of $S(-\mathbf q)$ as $(-\mathbf k'\to-\mathbf k'-\mathbf q)$; by inversion its energy $\omega'$ is that of $p'=(\mathbf k'\to\mathbf k'+\mathbf q)$, and both blocks obey the same equation. With $t_p=\sum_{p'}T_{pp'}$, the constant couplings turn matrix products into row sums: the interaction parts of $AT$ and $TA$ are $vt_{p'}$ and $vt_p$, and $TBT=vt_pt_{p'}$. Therefore
$$(\omega+\omega')T_{pp'}=-v(1+t_p+t_{p'}+t_pt_{p'})=-v\,s\,s',\qquad s=1+t_p .$$
Dividing by $\omega+\omega'$ and summing over $p'$ gives $s-1=-vs\sum_{p'}s'/(\omega+\omega')$, that is
$$\frac1s=f(\omega),\qquad f(z)=1+v\sum_{p'}\frac{s'}{\omega'+z}.$$
In $f(z)f(-z)$ the quadratic term is split with
$$\frac1{(\omega'+z)(\omega''-z)}=\frac{1}{\omega'+\omega''}\Big[\frac1{\omega'+z}+\frac1{\omega''-z}\Big].$$
The coefficient of $1/(\omega'+z)$ becomes $vs'[1+v\sum s''/(\omega'+\omega'')]=vs'f(\omega')=v$, and the same holds for $1/(\omega''-z)$. Hence
$$f(z)f(-z)=1+v\sum_p\frac{2\omega_p}{\omega_p^2-z^2}=\varepsilon(z)=\prod_n\frac{\Omega_n^2-z^2}{\omega_n^2-z^2},$$
where $\omega_1<\omega_2<\dots$ are the distinct pair energies. As a function of $z^2$, $\varepsilon$ rises from $-\infty$ to $+\infty$ between neighbouring poles and from $-\infty$ to 1 above the last, so $\omega_n<\Omega_n<\omega_{n+1}$. The function $f$ has poles at $-\omega_n$, tends to 1 at infinity, and must have its zeros at $+\Omega_n$ or $-\Omega_n$. As $v\to0$, $f\to1$ requires the zeros to cancel the poles, which selects $-\Omega_n$; since $\Omega_n>\omega_1>0$, the choice cannot switch as $v$ grows. So
$$T_{pp'}=-\frac{v\,s(\omega)s(\omega')}{\omega+\omega'},\qquad s(\omega)=\prod_n\frac{\omega+\omega_n}{\omega+\Omega_n},\qquad 0<s\le1 .$$
Each amplitude is the first-order amplitude $-v/(\omega+\omega')$, the one that gives the second-order energy, reduced by two screening factors. An integral form follows from
$$\int_0^\infty\frac{xy\,du}{(x^2+u^2)(y^2+u^2)}=\frac{\pi}{2(x+y)}.\tag{1}$$
By (1), the $\Omega$ derivative of $\frac1\pi\int_0^\infty du\,\frac{\omega}{\omega^2+u^2}\ln\frac{\Omega^2+u^2}{\omega_n^2+u^2}$ is $1/(\omega+\Omega)$, and the integral vanishes at $\Omega=\omega_n$; summing over $n$,
$$\ln s(\omega)=-\frac1\pi\int_0^\infty du\,\frac{\omega}{\omega^2+u^2}\ln\varepsilon(iu).\tag{2}$$
The energy is $E_{\rm RPA}=\frac12\sum_{\mathbf q}v\sum_p(s_p-1)$. The $1/z$ terms of the two forms of $f$ give $v\sum_ps_p=\sum_n(\Omega_n-\omega_n)$, so
$$E_{\rm RPA}=\frac12\sum_{\mathbf q}\Big[\sum_n(\Omega_n-\omega_n)-vn_q\Big]=\frac1{2\pi}\sum_{\mathbf q}\int_0^\infty du\,[\ln\varepsilon-(\varepsilon-1)].\tag{3}$$
The second form uses $\int_0^\infty\ln\frac{\Omega^2+u^2}{\omega^2+u^2}du=\pi(\Omega-\omega)$, again by differentiation in $\Omega$, and $\int_0^\infty 2\omega\,du/(\omega^2+u^2)=\pi$.

## Part (b)

*Evaluate the block $\mathbf n=(1,0,0)$ for $N=14$, $r_s=1$ in the 33 plane waves with $|\mathbf n|^2\le4$.*

**Answer.** Here $L=3.885130$ bohr, $v=1/(\pi L)=0.081930$ Ha, and the energy unit is $2\pi^2/L^2=1.307732$ Ha. The orbitals $(0,0,0)$ and $(-1,0,0)$ are sent to occupied orbitals and are blocked. The four orbitals $(0,\pm1,0)$, $(0,0,\pm1)$ go to $|\mathbf n|^2=2$, giving 8 pairs at $\omega_1=1.307732$ Ha, and $(1,0,0)\to(2,0,0)$ gives 2 pairs at $\omega_2=3\omega_1=3.923195$ Ha. With $y=z^2$, $\varepsilon=0$ reads
$$(\omega_1^2-y)(\omega_2^2-y)+16v\omega_1(\omega_2^2-y)+4v\omega_2(\omega_1^2-y)=0 .$$
Using $\omega_1^2=1.7102$, $\omega_2^2=15.3915$, $16v\omega_1=1.7143$ and $4v\omega_2=1.2857$, this is $y^2-20.102\,y+54.906=0$, with $\Omega_1=1.805595$ Ha and $\Omega_2=4.103833$ Ha, interlaced as required. Then
$$s(\omega_1)=\frac{2.615464\times5.230927}{3.113327\times5.411565}=0.81204,$$
$s(\omega_2)=0.89255$, and $T(\omega_1,\omega_1)=-0.081930\times0.81204^2/2.615464=-0.020656$. By (3) the block energy is $\frac12(5.909428-5.230927-0.81930)=-0.07040$ Ha. The six equivalent blocks give $-0.4224$ Ha, 77% of $E_{\rm RPA}=-0.549044$ Ha. With $E_{\rm SOSEX}=+0.187456$ Ha the total is $-0.361587$ Ha. Iterating the matrix equation over all spin-conserving pairs reproduced the factorized amplitudes and both energies, and diagonalizing the RPA matrix of the same pairs reproduced (3); (2) was tested on this block.

## Part (c)

*Write $E_{\rm SOSEX}$ as a momentum sum. Determine what happens to same-spin self-correlation, and whether anything of it survives.*

**Answer.** Take $i=\mathbf k$, $a=\mathbf k+\mathbf q$, $j=-\mathbf k'$, $b=-\mathbf k'-\mathbf q$. The integral $\langle ij|ba\rangle$ links $i$ with $b$ and $j$ with $a$, so all four spins are equal and the transfer is $\mathbf k_a-\mathbf k_j=\mathbf P=\mathbf k+\mathbf k'+\mathbf q$. It cannot vanish, since $a$ is empty and $j$ occupied. For $n_s$ filled spins,
$$E_{\rm RPA}=-\frac{n_s^2}2\sum_{\mathbf q\mathbf k\mathbf k'}\frac{v(q)^2ss'}{\omega+\omega'},\qquad E_{\rm SOSEX}=+\frac{n_s}2\sum_{\mathbf q\mathbf k\mathbf k'}\frac{v(q)v(P)\,ss'}{\omega+\omega'} .\tag{4}$$
A same-spin amplitude thus carries the weight $v(q)-v(P)$ in the sum. The ring equation never enforces $i\ne j$ or $a\ne b$, so RPA contains terms that empty one spin orbital twice or fill one twice. For $i=j$, $\mathbf k'=-\mathbf k$ and $\mathbf P=\mathbf q$. For $a=b$, $\mathbf k+\mathbf k'=-2\mathbf q$ and $\mathbf P=-\mathbf q$. In both cases $v(P)=v(q)$ and the weight is zero, whatever the amplitude. In the example these Pauli-violating terms contribute $-0.052141$ Ha to RPA, 9.5% of $E_{\rm RPA}$, and $+0.052141$ Ha to SOSEX.

For one electron at $\mathbf k=0$ every term has $i=j$, so $E_{\rm RPA}+E_{\rm SOSEX}=0$, the true value. RPA alone has one pair per $\mathbf q$, $\Omega^2=\omega^2+2v\omega<(\omega+v)^2$, and $\frac12\sum(\Omega-\omega-v)<0$: it is $-0.009917$ Ha at $r_s=1$ in 33 plane waves.

For more electrons the removal is incomplete. An allowed amplitude $T_{ia,jb}$ receives $-\langle ak|ic\rangle T_{kc,jb}/(\omega+\omega')$ from every pair $kc$ of its block, including $k=j$ or $c=b$, where $T_{kc,jb}$ is Pauli-violating. This term is of order $v^2$ and enters the energy at third order. Holding the Pauli-violating amplitudes at zero during the iteration lowers the RPA+SOSEX energy of the example by $0.011144$ Ha, 3.1% of its magnitude. SOSEX cancels self-correlation in the energy contraction and leaves it inside the screening factors.

## Part (d)

*Find the limit $r_s\to0$ at fixed $N$, compare it with the true correlation energy, and examine the next order.*

**Answer.** At fixed $\mathbf n$, $\omega\propto L^{-2}$ and $v\propto L^{-1}$. The closed shell has a gap, so in a finite basis Rayleigh–Schrödinger theory in the interaction converges for small enough $L$, and order $m$ scales as $v^m/\omega^{m-1}\propto r_s^{m-2}$. Zeroth plus first order is $E_{\rm HF}$. A single excitation changes the total momentum and does not couple to the reference. Thus $E_c=E_2+O(r_s)$, with no logarithm, and
$$E_2=-\frac14\sum_{ijab}\frac{|\langle ij|ab\rangle-\langle ij|ba\rangle|^2}{\omega_{ia}+\omega_{jb}} .$$
The sum may include $i=j$ and $a=b$, where the numerator vanishes. The two squared terms are equal under $a\leftrightarrow b$, which leaves the denominator unchanged, so $E_2=-\frac12\sum\langle ij|ab\rangle^2/(\omega+\omega')+\frac12\sum\langle ij|ab\rangle\langle ij|ba\rangle/(\omega+\omega')$. This is (4) with $s=1$. Since $1/s-1\le v\sum1/(\omega+\omega')=O(r_s)$, RPA+SOSEX tends to $E_2$, and RPA misses it by the positive exchange sum.

For $N=14$ in 33 plane waves, applying the second-quantized interaction to determinants gives $E_2=-0.525588$ Ha, equal to $-0.765610+0.240022$ Ha from (4). At $r_s=10^{-4}$ RPA+SOSEX is $-0.525562$ Ha. The RPA limit is 46% larger in magnitude than $E_2$. The next order differs: the third-order energy from determinants is $E_3/r_s=0.17509$ Ha/bohr, while RPA+SOSEX has slope $0.2665$ Ha/bohr. Let $t=-B/(\omega+\omega')$, let $K_{ia,jb}=\langle aj|ib\rangle$ be the interaction part of $A$, and let $t^x$, $K^x$ be the same with $\langle ab|ji\rangle$ and $\langle aj|bi\rangle$. One iteration of the ring equation gives RPA+SOSEX the third-order term $\mathrm{tr}[(t-t^x)Kt]$, whereas antisymmetrizing every vertex gives the exact ring term $\mathrm{tr}[(t-t^x)(K-K^x)(t-t^x)]$. The method therefore omits exchange at the middle vertex and at the vertex that creates the amplitude, as well as the ladder terms and the exchange shift of the orbital energies, all of third order; their separate sizes were not computed.

For seven polarized electrons in 19 plane waves at $r_s=0.01$, full diagonalization over 714 determinants, which solves the model within that basis and not beyond it, gives $-0.0470447$ Ha and agrees with $E_2+E_3$. RPA+SOSEX gives $-0.0469636$ Ha, off by 0.17% of the diagonalized value; RPA gives $-0.1363647$ Ha, 2.9 times it.

For the complete basis, sum over $|\mathbf n|\le R$ in $\mathbf q$ and add the tail. At large $q$, $s\to1$, $v(P)\to v(q)$, $\omega+\omega'\to q^2$, and all $7\times7$ pairs are allowed, so (4) gives $(-98+49)v^2/q^2=-49/(4\pi^4|\mathbf n|^6)$ per wave vector. With $\sum_{|\mathbf n|>R}|\mathbf n|^{-6}\approx4\pi/(3R^3)$ and $M\approx4\pi R^3/3$ vectors kept, the tail is $-49(4\pi/3)^2/(4\pi^4M)$, or $-1.292\times10^{-4}$ Ha at $R^2=256$; it was tested to 5% on the change between $R^2=100$ and 256. The cell constant is $-0.07363+0.02469=-0.04894$ Ha ($-1.332$ eV) per electron.

## Part (e)

*For the infinite unpolarized gas, reduce both energies to three-dimensional integrals and find the high-density expansion of the RPA energy per electron through order $r_s^0$.*

**Answer.** Measure momenta in $k_F=1/(\alpha r_s)$, $\alpha=(4/9\pi)^{1/3}$. With $z$ along $\mathbf q$ and $X=k_z+q/2$, $\omega=k_F^2qX$, so $s$ depends on $X$ alone at given $q$. The conditions $|\mathbf k|<1<|\mathbf k+\mathbf q|$ confine the transverse momentum to $u_0\le\rho^2\le u_1$, with $u_1=1-(X-q/2)^2$ and $u_0=\max[0,1-(X+q/2)^2]$; put $\Delta u=u_1-u_0$, and $\Delta u'$ for $Y=k'_z+q/2$. Each sum in (4) becomes $L^3\int d^3k/(2\pi)^3$. Dividing by $N=L^3k_F^3/3\pi^2$, the powers of $L$ and $k_F$ cancel, and the exchange prefactor ($n_s/2=1$) is $3\pi^2(4\pi)^2/(2\pi)^9=3/(32\pi^5)$; the direct one is $-2$ times this. Also $d^3q=4\pi q^2dq$ and $\omega+\omega'\to qZ$, $Z=X+Y=P_z$. In the direct term the annuli contribute their areas $\pi^2\Delta u\Delta u'$:
$$e_{\rm RPA}=-\frac3{4\pi^2}\int dq\iint dX\,dY\,\frac{\Delta u\,\Delta u'\,ss'}{q^3Z}.$$
In the exchange term $P^2=|\boldsymbol\rho+\boldsymbol\rho'|^2+c$, $c=Z^2$. Using $\int_0^{2\pi}d\varphi/(g+h\cos\varphi)=2\pi/\sqrt{g^2-h^2}$ and $d^2\rho=\frac12du\,d\varphi$, two disks of squared radii $a,b$ give $\pi^2F$ with $F=\int_0^adu\int_0^bdw\,/R(u,w)$, $R^2=(u-w)^2+2c(u+w)+c^2$. As $R^2=(w+c-u)^2+4uc$, the $w$ integral is $\ln[(b+c-u+R(u,b))/2c]$. Then, with $R=R(a,b)$,
$$F=a\ln\frac{b+c-a+R}{2c}+b\ln\frac{a+c-b+R}{2c}+\frac{R-a-b-c}2 .$$
To verify, $F(0,b)=0$ because $R=b+c$ there. In $\partial_aF$ the first logarithm appears, and the other terms, using $\partial_aR=(a+c-b)/R$ and $(R+b+c-a)(R-b-c+a)=4ac$, are $\frac{R-a-b-c}{2R}+\frac bR+\frac{a+c-b-R}{2R}=0$. For annuli, $\Delta F=F(u_1,u_1')-F(u_0,u_1')-F(u_1,u_0')+F(u_0,u_0')>0$, and
$$e_{\rm SOSEX}=\frac3{8\pi^2}\int dq\iint dX\,dY\,\frac{\Delta F\,ss'}{qZ}.\tag{5}$$

For the expansion use (3). With $u=k_F^2q\nu$, summing both spins gives $\varepsilon=1+\lambda g/q^2$, where $\lambda=4/(\pi k_F)=4\alpha r_s/\pi$ and
$$g(q,\nu)=\int dX\,\frac{\Delta u}{4q}\,\frac{2X}{X^2+\nu^2}.$$
As $q\to0$, $\Delta u=2qX$ on $0<X<1$ and $g\to R_0=1-\nu\arctan(1/\nu)$. Since $u_0(X)=u_1(-X)$ where positive and the last factor is odd in $X$, $g$ can be written as an integral of $u_1=1-k_z^2$ over $-1<k_z<1$; this is unchanged by $q\to-q$, $k_z\to-k_z$, so $g-R_0=O(q^2)$. The prefactor is $3\pi^2\cdot4\pi k_F^2/[(2\pi)^32\pi]=3k_F^2/4\pi=12/(\pi^3\lambda^2)$:
$$e_{\rm RPA}=\frac{12}{\pi^3\lambda^2}\int_0^\infty d\nu\int_0^\infty q^3dq\,\Big[\ln\Big(1+\frac{\lambda g}{q^2}\Big)-\frac{\lambda g}{q^2}\Big].$$
Split at $q_0$ with $\sqrt\lambda\ll q_0\ll1$. Below it set $g=R_0$, $\beta=\lambda R_0$, $y=q^2$, $y_0=q_0^2$. Integration by parts gives
$$\int_0^{y_0}y\ln\Big(1+\frac\beta y\Big)dy=\frac{y_0^2}2\ln\Big(1+\frac\beta{y_0}\Big)+\frac{\beta y_0}2-\frac{\beta^2}2\ln\frac{y_0+\beta}\beta .$$
For $\beta\ll y_0$ this is $\beta y_0-\beta^2/4-\frac{\beta^2}2\ln(y_0/\beta)$. Subtracting $\beta y_0$ and halving ($q^3dq=\frac12y\,dy$) leaves $\frac{\beta^2}4[\ln\beta-\frac12-2\ln q_0]$. Above $q_0$ the second-order term suffices:
$$-\frac{\lambda^2}2\int_{q_0}^\infty\frac{g^2}qdq=-\frac{\lambda^2}2\Big[\int_0^1\frac{g^2-R_0^2}qdq+\int_1^\infty\frac{g^2}qdq-R_0^2\ln q_0\Big].$$
The $\ln q_0$ terms cancel. Let $G(q)=\int g^2d\nu$ and $G_0=G(0)$. By (1), $G_0=\frac\pi2\iint_0^1XY/Z$, and with $Y=Xt$ on half the square $\iint XY/Z=2\cdot\frac13\int_0^1t\,dt/(1+t)=\frac23(1-\ln2)$, so $G_0=\frac\pi3(1-\ln2)$. Therefore $e_{\rm RPA}=c_0\ln r_s+c_1+\dots$ with
$$c_0=\frac{3G_0}{\pi^3}=\frac{1-\ln2}{\pi^2},\qquad c_1=c_0\Big[\ln\frac{4\alpha}\pi+\langle\ln R_0\rangle-\frac12\Big]+\delta,$$
$$\delta=-\frac6{\pi^3}\Big[\int_0^1\frac{G-G_0}qdq+\int_1^\infty\frac Gqdq\Big],$$
the average being weighted by $R_0^2$. The first neglected term is $\lambda\int dq\,g^3/q^3$ with the $q^2$ part of $g^3$, of order $r_s\ln r_s$. Numerically $c_0=0.0310907$ Ha and $c_1=0.0310907\times(-0.410322-0.550655-0.5)-0.025677=-0.07110$ Ha. The amplitude and frequency forms of $e_{\rm RPA}$ were tested against each other at $r_s=1$ and $10^{-3}$ to $10^{-6}$ Ha.

## Part (f)

*Find the high-density limit of $e_{\rm SOSEX}$ and its leading correction. State what constant RPA+SOSEX approaches, how far it can be called exact, and how it relates to the cell constant.*

**Answer.** Let $e_{2x}$ be (5) with $s=1$, the second-order exchange energy, which is independent of $r_s$. Its integrand is positive. At large $q$, $F\to ab/c$ and the integrand falls as $q^{-4}$. At small $q$ the annuli are thin rings with $u\approx1-X^2$, $w\approx1-Y^2$, so $(u-w)^2=Z^2(X-Y)^2$ and
$$R^2=Z^2[(X-Y)^2+4-2X^2-2Y^2+(X+Y)^2]=4Z^2 .$$
Then $\Delta F=4q^2XY/2Z$ and the integrand is $2qXY/Z^2\le q/2$: there is no infrared divergence. Quadrature gives $e_{2x}=0.0241792$ Ha, which agrees within the tested $10^{-6}$ Ha with the Onsager–Mittag–Stephen form $\frac16\ln2-3\zeta(3)/4\pi^2$; that form is confirmed here numerically, not derived. By (2), $0<s\le1$ persists in the continuum, since $\varepsilon(iu)\ge1$, and $s\to1$ at fixed $q>0$ as $\lambda\to0$. Dominated convergence gives $e_{\rm SOSEX}\to e_{2x}$, from below.

For $\sqrt\lambda\ll q\ll1$, $1/s=f$ with $s'\approx1$ and weight $\Delta u'/4q=Y/2$ gives
$$1-s\approx\frac\lambda{q^2}h(X),\qquad h=\int_0^1\frac{Y\,dY}{2(X+Y)}=\frac12\Big[1-X\ln\Big(1+\frac1X\Big)\Big].$$
Then $1-ss'\approx\lambda[h(X)+h(Y)]/q^2$, the two terms contribute equally, and $\int_{\sqrt\lambda}^1dq/q=-\frac12\ln\lambda$. The region $q\lesssim\sqrt\lambda$ contributes at most $\int q\,dq=O(\lambda)$. Thus $e_{2x}-e_{\rm SOSEX}=-A\,r_s\ln r_s+O(r_s)$ with
$$A=\frac{4\alpha}\pi\,\frac3{16\pi^2}\iint_0^1dX\,dY\,\frac{4XY\,h(X)}{Z^2}=0.002314\ {\rm Ha}.$$
The slope extracted from the amplitudes at $r_s=10^{-5}$ and $10^{-4}$ was tested against this to 1% and prints the same digits. At $r_s=10^{-3}$ the logarithmic term is $1.6\times10^{-5}$ Ha and the full deficit $2.0\times10^{-5}$ Ha.

The constant is $c_1+e_{2x}=-0.071099+0.024179=-0.046920$ Ha ($-1.277$ eV) per electron. The computed $e_{\rm RPA}+e_{\rm SOSEX}-c_0\ln r_s$ is $-0.049193$, $-0.047261$, $-0.046966$, $-0.046926$ and $-0.046921$ Ha at $r_s=10^{-1},\dots,10^{-5}$; the last was tested to $3\times10^{-6}$ Ha.

Identifying this with the true constant needs all other diagrams to vanish, which rests on Gell-Mann–Brueckner power counting. Expanding the logarithm, the ring of order $m$ is $\lambda^{m-2}\int dq\,q^{3-2m}$, which cut off at $\sqrt\lambda$ is of order $\lambda^0$ for each $m\ge3$. A diagram of order $m\ge3$ in which one interaction line does not carry the common small $q$ loses a factor $q^{-2}$ and scales as $\lambda^{m-2}\int dq\,q^{5-2m}$, of order $\lambda\ln\lambda$ for $m=3$ and $\lambda$ beyond. This counts powers of $q$ only, and a single diagram can carry a further logarithm: the exchange shift of the orbital energies has a logarithmically divergent slope at $k_F$, so inserting it into the second-order direct term gives $\lambda\int dq\,\ln(1/q)/q\sim\lambda\ln^2\lambda$. Such a term still vanishes as $\lambda\to0$; whether it cancels against other third-order diagrams is not examined here. At $m=2$ the direct and exchange terms are the whole set. This is a counting argument, neither proved nor tested here. It leaves room for diagrams outside RPA+SOSEX at order $r_s\ln r_s$, and at $r_s\ln^2r_s$ unless the terms with the further logarithm cancel, so nothing is claimed about the true energy beyond the constant.

The two limits do not commute. The logarithm comes from $\int dq/q$ cut off at $\sqrt\lambda$, which requires $\sqrt\lambda\,k_F\gg2\pi/L$. In a cell $2\pi/(k_FL)=2\pi/(3\pi^2N)^{1/3}$ is fixed, of order one for $N=14$, so as $r_s\to0$ the smallest wave vector cuts off the integral instead and the energy saturates at $E_2/N$. The exchange parts are the same diagram and can be compared: $0.024693$ Ha in the cell is 2.1% above $e_{2x}$, a figure for this one shell filling that does not measure convergence with $N$. The direct parts cannot. The cell's $-0.073630$ Ha is the whole second-order direct energy, which diverges logarithmically with $N$, whereas $c_1$ is what remains after $c_0\ln r_s$ is removed and depends on the unit of $r_s$. The output shows the totals $-0.0489$ and $-0.0469$ Ha lying close together, but they are different quantities and nothing derived here relates them. At $r_s=1$ the cell gives $-0.0364$ Ha per electron and the infinite gas $-0.0591$ Ha, both at the RPA+SOSEX level.

## Computed values

```
N=14, rs=1 bohr, M=33 plane waves; q=(1,0,0): 8 pairs at w1, 2 at w2
L = 3.885130 bohr
v(q) = 0.081930 Ha
w1, w2 = 1.307732, 3.923195 Ha; Omega1, Omega2 = 1.805595, 4.103833 Ha
s(w1), s(w2) = 0.812044, 0.892546; T(w1,w1) = -0.020656
block RPA energy = -0.070401 Ha
E_RPA = -0.549044 Ha
E_SOSEX = 0.187456 Ha
E_RPA+SOSEX = -0.361587 Ha
Pauli-violating part of RPA = -0.052141 Ha
Pauli-violating part of SOSEX = 0.052141 Ha
indirect effect of Pauli-violating amplitudes = 0.011144 Ha
N=1, rs=1, M=33: RPA = -0.009917 Ha, SOSEX = 0.009917 Ha
N=14, M=33, rs -> 0
E2 from determinants = -0.525588 Ha
RPA limit = -0.765610 Ha
SOSEX limit = 0.240022 Ha
RPA+SOSEX at rs=1e-4 = -0.525562 Ha
third-order slope E3/rs = 0.17509 Ha/bohr
RPA+SOSEX slope = 0.26648 Ha/bohr
N=7 polarized, M=19, rs=0.01, 714 determinants
FCI = -0.0470447 Ha, E2 = -0.0470866 Ha, E2+E3 = -0.0470447 Ha
RPA = -0.1363647 Ha, RPA+SOSEX = -0.0469636 Ha
N=14 tail beyond |q|^2=256 (RPA 2x, SOSEX -1x) = -1.292e-04 Ha
N=14 complete basis, Ha/electron: rs, RPA, SOSEX, sum
  0: -0.073630 0.024693 -0.048936
  0.5: -0.063403 0.022116 -0.041286
  1: -0.056755 0.020359 -0.036395
  2: -0.048203 0.017975 -0.030228
cell constant = -1.3316 eV/electron
infinite gas, Ha/electron
alpha = 0.521062, ln(4 alpha/pi) = -0.410322, <ln R0> = -0.550655
c0 = 0.0310907 Ha
delta = -0.025677 Ha
c1 (RPA) = -0.071099 Ha
e2x quadrature = 0.0241792 Ha
e2x closed form = 0.0241792 Ha
c1 + e2x = -0.046920 Ha
c1 + e2x = -1.2768 eV
A formula = 0.002314 Ha
A from amplitudes = 0.002314 Ha
rs, RPA, SOSEX, sum, sum - c0 ln rs (Ha/electron)
  1: -0.078799 0.019717 -0.059082 -0.059082
  0.1: -0.144042 0.023260 -0.120782 -0.049193
  0.01: -0.214474 0.024035 -0.190439 -0.047261
  0.001: -0.285892 0.024159 -0.261733 -0.046966
  0.0001: -0.357459 0.024177 -0.333282 -0.046926
  1e-05: -0.429045 0.024179 -0.404866 -0.046921
```
